# Poisson Thinning: Photon Noise in an Absorbing Resist: a program that tests the result

```python
# Result under test: if the incident photon number N is Poisson with mean mu and
# each photon is independently absorbed with probability p, the absorbed number K
# is Poisson with mean p*mu, independent of the transmitted number N-K.
# The law of K at fixed N is built by adding one photon at a time, then averaged
# over N. Fano factor = variance / mean. Lengths are in nm unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import poisson, nbinom


def counts_by_photon(p_abs, n_max):
    """Row n: distribution of the absorbed number after n single photons."""
    table = np.zeros((n_max + 1, n_max + 1))
    table[0, 0] = 1.0
    for n in range(1, n_max + 1):
        table[n] = (1 - p_abs) * table[n - 1]
        table[n, 1:] += p_abs * table[n - 1, :-1]
    return table


def mean_var(pmf):
    values = np.arange(len(pmf))
    mean = np.sum(values * pmf)
    return mean, np.sum((values - mean) ** 2 * pmf)


# Inputs: round values in the regime of EUV exposure of a polymer resist
wavelength = 13.5
dose_mJ_cm2 = 30.0
thickness = 40.0
alpha_per_um = 5.0
side = 5.0
aperture = 0.33
shared_rms = 0.02
acid_yield = 3.0
pulse_ns = 50.0
bandwidth = 0.02
atoms_per_nm3 = 100.0

photon_J = const.h * const.c / (wavelength * 1e-9)
photon_eV = photon_J / const.e
fluence = dose_mJ_cm2 * 1e-3 * 1e-14 / photon_J
mu = fluence * side ** 2
optical_depth = alpha_per_um * 1e-3 * thickness
p = 1 - np.exp(-optical_depth)
mean_abs = p * mu

# Absorption probability from many thin slices crossed in succession
slices = 100000
p_slices = 1 - np.prod(np.full(slices, 1 - optical_depth / slices))
assert abs(p_slices - p) < 1e-5

# Main result: explicit average over the beam against the Poisson law
n_max = 1000
n_values = np.arange(n_max + 1)
beam = poisson.pmf(n_values, mu)
table = counts_by_photon(p, n_max)
absorbed = beam @ table
k_test = np.arange(201)
law = poisson.pmf(k_test, mean_abs)
max_error = np.max(np.abs(absorbed[k_test] / law - 1))
assert max_error < 1e-9
mean_sum, var_sum = mean_var(absorbed)
assert abs(mean_sum / mean_abs - 1) < 1e-9
assert abs(var_sum / mean_abs - 1) < 1e-9

# Transmitted number, and independence of absorbed and transmitted numbers
transmitted = np.array([np.sum(beam[m:] * np.diagonal(table, offset=-m))
                        for m in n_values])
m_test = np.arange(301)+250
assert np.allclose(transmitted[m_test], poisson.pmf(m_test, (1 - p) * mu),
                   rtol=1e-9, atol=0)
k_grid, m_grid = np.meshgrid(np.arange(40, 151), m_test, indexing="ij")
joint = beam[k_grid + m_grid] * table[k_grid + m_grid, k_grid]
product = absorbed[k_grid] * transmitted[m_grid]
joint_error = np.max(np.abs(joint / product - 1))
assert joint_error < 1e-9

# Variance law for beams that are not Poisson: fixed number and thermal light
n_fixed = int(round(mu))
fixed_beam = np.zeros(n_max + 1)
fixed_beam[n_fixed] = 1.0
modes_test, mu_thermal = 2, 6.0
thermal_beam = nbinom.pmf(n_values, modes_test,
                          modes_test / (modes_test + mu_thermal))
for incident in (beam, fixed_beam, thermal_beam):
    mean_in, var_in = mean_var(incident)
    mean_out, var_out = mean_var(incident @ table)
    assert abs(mean_out / (p * mean_in) - 1) < 1e-9
    assert abs(var_out / (p * (1 - p) * mean_in + p ** 2 * var_in) - 1) < 1e-9
fano_thermal = var_out / mean_out
assert abs(fano_thermal - (1 + p * mu_thermal / modes_test)) < 1e-9
selection_var = mean_var(fixed_beam @ table)[1] * mu / n_fixed
beam_var = p ** 2 * mean_var(beam)[1]
assert abs((selection_var + beam_var) / var_sum - 1) < 1e-9

# Columns that absorb at most half the mean number
k_low = int(np.floor(mean_abs / 2))
tail = absorbed[:k_low + 1].sum()
assert abs(tail / poisson.cdf(k_low, mean_abs) - 1) < 1e-8
tail_scaled = poisson.cdf(np.floor(k_low / p), mu)
tail_fixed = table[n_fixed, :k_low + 1].sum()
assert tail_scaled < tail_fixed < tail
columns_per_cm2 = 1e14 / side ** 2

# All photons of a column share one fluctuating absorption probability
shared = 0.5 * sum(beam @ counts_by_photon(p * (1 + s * shared_rms), n_max)
                   for s in (-1, 1))
mean_shared, var_shared = mean_var(shared)
fano_shared = var_shared / mean_shared
assert abs(fano_shared - (1 + mean_abs * shared_rms ** 2)) < 1e-8
tail_shared = shared[:k_low + 1].sum()

# Each photon has its own angle, uniform over the pupil: simulated one by one
p_pupil = quad(lambda u: 1 - np.exp(-optical_depth / np.sqrt(1 - u)),
               0, aperture ** 2)[0] / aperture ** 2
rng = np.random.default_rng(12345)
trials = 10000
arrivals = rng.poisson(mu, trials)
owner = np.repeat(np.arange(trials), arrivals)
path = optical_depth / np.sqrt(1 - aperture ** 2 * rng.random(owner.size))
hit = rng.exponential(size=owner.size) < path
simulated = np.bincount(owner[hit], minlength=trials)
sim_mean = simulated.mean()
sim_fano = simulated.var(ddof=1) / sim_mean
# Four standard errors of the sample mean and of the sample Fano factor
assert abs(sim_mean - p_pupil * mu) < 4 * np.sqrt(p_pupil * mu / trials)
assert abs(sim_fano - 1) < 4 * np.sqrt(2 / trials)
edge_angle = np.arcsin(aperture)
p_edge = 1 - np.exp(-optical_depth / np.cos(edge_angle))
walk = thickness * np.tan(edge_angle)

# Random number of acids per absorbed photon (Poisson yield as a model)
k_acid = np.arange(251)
acid_values = np.arange(1001)
acids = absorbed[k_acid] @ poisson.pmf(acid_values[None, :],
                                       acid_yield * k_acid[:, None])
acid_mean, acid_var = mean_var(acids)
yield_pmf = poisson.pmf(np.arange(100), acid_yield)
yield_mean, yield_var = mean_var(yield_pmf)
acid_fano = acid_var / acid_mean
assert abs(acid_fano - (yield_var + yield_mean ** 2) / yield_mean) < 1e-8

# Bunching bound from one pulse, and depletion of the absorbing atoms
coherence_fs = wavelength * 1e-9 / (const.c * bandwidth) * 1e15
modes = pulse_ns * 1e6 / coherence_fs
bunching = mean_abs / modes
hit_fraction = fluence * p / thickness / atoms_per_nm3

print(f"Wavelength: {wavelength:.1f} nm")
print(f"Dose: {dose_mJ_cm2:.0f} mJ/cm2")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Absorption coefficient: {alpha_per_um:.1f} per um")
print(f"Column side: {side:.0f} nm")
print(f"Photon energy: {photon_eV:.2f} eV")
print(f"Incident photons per area: {fluence:.2f} per nm2")
print(f"Mean incident number mu: {mu:.1f}")
print(f"Optical depth: {optical_depth:.3f}")
print(f"Absorption probability p: {p:.4f}")
print(f"Mean absorbed number p*mu: {mean_abs:.2f}")
print(f"Mean transmitted number: {(1 - p) * mu:.1f}")
print(f"Variance of absorbed number, explicit sum: {var_sum:.2f}")
print(f"Selection part of variance: {selection_var:.2f}")
print(f"Beam part of variance: {beam_var:.2f}")
print(f"Standard deviation of absorbed number: {np.sqrt(var_sum):.2f}")
print(f"Relative noise, incident: {100 / np.sqrt(mu):.2f} %")
print(f"Relative noise, absorbed: {100 / np.sqrt(mean_abs):.2f} %")
print(f"Largest relative error of Poisson law, k=0..200: {max_error:.1e}")
print(f"Largest relative error of independence: {joint_error:.1e}")
print(f"Low-count limit (half the mean, rounded down): {k_low}")
print(f"Low-count probability, correct law: {tail:.2e}")
print(f"Low-count probability, N simply scaled by p: {tail_scaled:.2e}")
print(f"Fixed photon number used for comparison: {n_fixed}")
print(f"Low-count probability, fixed N: {tail_fixed:.2e}")
print(f"Columns per area: {columns_per_cm2:.1e} per cm2")
print(f"Low-count columns, correct law: {tail * columns_per_cm2:.2e} per cm2")
print(f"Low-count columns, scaled N: {tail_scaled * columns_per_cm2:.2e} per cm2")
print(f"Low-count columns, fixed N: {tail_fixed * columns_per_cm2:.2e} per cm2")
print(f"Numerical aperture: {aperture:.2f}")
print(f"Pupil-edge angle: {np.degrees(edge_angle):.1f} degrees")
print(f"p at pupil edge: {p_edge:.4f}")
print(f"p averaged over filled pupil: {p_pupil:.4f}")
print(f"Mean absorbed number, filled pupil: {p_pupil * mu:.2f}")
print(f"Sideways walk at pupil edge: {walk:.1f} nm")
print(f"Simulated columns, filled pupil: {trials}")
print(f"Simulated mean absorbed number: {sim_mean:.2f}")
print(f"Simulated Fano factor: {sim_fano:.3f}")
print(f"Shared rms fluctuation of p: {100 * shared_rms:.0f} %")
print(f"Fano factor with shared fluctuation: {fano_shared:.4f}")
print(f"Low-count probability with shared fluctuation: {tail_shared:.2e}")
print(f"Tail increase from shared fluctuation: factor {tail_shared / tail:.2f}")
print(f"Pulse length: {pulse_ns:.0f} ns; bandwidth: {100 * bandwidth:.0f} %")
print(f"Coherence time: {coherence_fs:.2f} fs")
print(f"Thermal modes in one pulse: {modes:.1e}")
print(f"Bound on excess Fano factor from bunching: {bunching:.1e}")
print(f"Assumed atom density: {atoms_per_nm3:.0f} per nm3")
print(f"Fraction of atoms hit: {100 * hit_fraction:.3f} %")
print(f"Mean acids per absorbed photon: {acid_yield:.0f}")
print(f"Mean acid number: {acid_mean:.1f}")
print(f"Fano factor of acid number: {acid_fano:.3f}")
print(f"Relative noise of acid number: {100 * np.sqrt(acid_var) / acid_mean:.2f} %")
print("verified")
```

Output:

```
Wavelength: 13.5 nm
Dose: 30 mJ/cm2
Film thickness: 40 nm
Absorption coefficient: 5.0 per um
Column side: 5 nm
Photon energy: 91.84 eV
Incident photons per area: 20.39 per nm2
Mean incident number mu: 509.7
Optical depth: 0.200
Absorption probability p: 0.1813
Mean absorbed number p*mu: 92.39
Mean transmitted number: 417.3
Variance of absorbed number, explicit sum: 92.39
Selection part of variance: 75.65
Beam part of variance: 16.75
Standard deviation of absorbed number: 9.61
Relative noise, incident: 4.43 %
Relative noise, absorbed: 10.40 %
Largest relative error of Poisson law, k=0..200: 2.6e-13
Largest relative error of independence: 1.1e-12
Low-count limit (half the mean, rounded down): 46
Low-count probability, correct law: 6.98e-08
Low-count probability, N simply scaled by p: 1.49e-36
Fixed photon number used for comparison: 510
Low-count probability, fixed N: 5.37e-09
Columns per area: 4.0e+12 per cm2
Low-count columns, correct law: 2.79e+05 per cm2
Low-count columns, scaled N: 5.95e-24 per cm2
Low-count columns, fixed N: 2.15e+04 per cm2
Numerical aperture: 0.33
Pupil-edge angle: 19.3 degrees
p at pupil edge: 0.1909
p averaged over filled pupil: 0.1860
Mean absorbed number, filled pupil: 94.79
Sideways walk at pupil edge: 14.0 nm
Simulated columns, filled pupil: 10000
Simulated mean absorbed number: 94.58
Simulated Fano factor: 0.989
Shared rms fluctuation of p: 2 %
Fano factor with shared fluctuation: 1.0370
Low-count probability with shared fluctuation: 1.02e-07
Tail increase from shared fluctuation: factor 1.47
Pulse length: 50 ns; bandwidth: 2 %
Coherence time: 2.25 fs
Thermal modes in one pulse: 2.2e+07
Bound on excess Fano factor from bunching: 4.2e-06
Assumed atom density: 100 per nm3
Fraction of atoms hit: 0.092 %
Mean acids per absorbed photon: 3
Mean acid number: 277.2
Fano factor of acid number: 4.000
Relative noise of acid number: 12.01 %
verified
```
